# Adiabatic charge pumping around the gap closing of the Rice-Mele chain, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the chain to its adiabatic current

### The result

The Rice-Mele chain is a row of sites with alternating hopping and alternating site energy. Its two bands touch at one point in the plane of these two alternations. If the alternations are changed slowly along a closed loop that goes once around this point, the chain returns to its initial Hamiltonian, but one electron per filled spin channel has moved through every cross-section.

**Model.** The period is \(a\). Each cell has a site A at position \(0\) and a site B at \(a/2\), measured from the start of the cell. The site energy is \(+\Delta\) on A and \(-\Delta\) on B. The hopping element is \(-(t+\delta)\) between A and B of the same cell, and \(-(t-\delta)\) between B and the A of the next cell. The mean hopping \(t>0\) is fixed, while \(\delta\) and \(\Delta\) depend on time. Time is written \(\tau\), because \(t\) is taken, and a dot means \(d/d\tau\). Hartree atomic units are used, with \(\hbar=e=1\) and electron charge \(-e\).

**Theorem.** Assume the following.

1. The electrons do not interact, and spin is conserved.
2. In each spin channel considered, the lower band is full and the upper band is empty at the start.
3. The parameters follow a smooth closed path \((\delta,\Delta)=\mathbf r(\tau/T)\), with \(0\le\tau\le T\), which never meets \((0,0)\).
4. The path winds \(w\) times counterclockwise about \((0,0)\), with \(\delta\) drawn to the right and \(\Delta\) upward.

Then the number of electrons per spin channel that pass any cross-section toward \(+x\) during the loop is
\[
N=w+O(1/T).
\]
The transported charge tends to \(-ew\) per filled spin channel as \(T\to\infty\).

For \(w=\pm1\) the magnitude is one electron charge. Reversing the loop reverses the transport. The integer belongs to the limit of a slow drive; at a finite period \(T\) the carried number in general differs from it.

### Lemma 1: the Bloch matrix and the gap

Since the chain stays periodic in space during the drive, the wave number \(k\) of each electron is conserved. Use Bloch sums in which each site carries the phase \(e^{ikx}\) of its true position \(x\). From A, the B site of the same cell lies at distance \(+a/2\), and the B site of the preceding cell lies at \(-a/2\). Hence
\[
\langle A|H|B\rangle=-(t+\delta)e^{ika/2}-(t-\delta)e^{-ika/2}.
\]
Write \(c=\cos(ka/2)\) and \(s=\sin(ka/2)\), so that \(e^{\pm ika/2}=c\pm is\). The terms with \(t\) add to \(-2tc\), and those with \(\delta\) add to \(-2i\delta s\):
\[
\langle A|H|B\rangle=-2tc-2i\delta s .
\]
In terms of the Pauli matrices, \(H=\mathbf d\cdot\boldsymbol\sigma\) has the upper off-diagonal element \(d_x-id_y\) and the diagonal elements \(\pm d_z\). Therefore
\[
\mathbf d=(-2tc,\;2\delta s,\;\Delta).
\]
Because \((\mathbf d\cdot\boldsymbol\sigma)^2=|\mathbf d|^2\), the two energies are \(\pm E\), where
\[
E^2=\Delta^2+4t^2c^2+4\delta^2s^2 .
\]

The gap \(2E\) vanishes only if all three squares vanish. This requires \(\Delta=0\) and, since \(t>0\), also \(c=0\). Then \(s^2=1\), and the last term requires \(\delta=0\). The bands therefore touch only at \(\delta=\Delta=0\), and there at \(ka=\pi\). This remains true when \(|\delta|\) exceeds \(t\). \(\square\)

The closed path and the Brillouin zone are both compact, and \(E\) is continuous and positive on them. Hence \(E\) has a positive minimum over the whole drive. The estimates below use this fact: no electron comes to a point where its two levels are degenerate.

When \(k\) increases by \(2\pi/a\), both \(c\) and \(s\) change sign. The matrix \(H\) is then not repeated literally, but the change is only a reversal of the sign of the B basis state. Energies and velocities are periodic in \(k\).

### Lemma 2: velocity and current

Let \(\hat x\) be the operator that multiplies the amplitude on each site by its position. The velocity operator is \(i[\hat H,\hat x]\), where \(\hat H\) acts on the whole chain. The Bloch matrix is the action of \(e^{-ik\hat x}\hat He^{ik\hat x}\) on cell-periodic amplitudes, and
\[
\frac{\partial}{\partial k}\left(e^{-ik\hat x}\hat He^{ik\hat x}\right)
=e^{-ik\hat x}\,i(\hat H\hat x-\hat x\hat H)\,e^{ik\hat x}.
\]
The velocity of an electron with wave number \(k\) is thus the expectation value of \(\partial_kH\).

A chain of length \(L\) has \(L\,dk/(2\pi)\) states in the interval \(dk\). If \(v(k,\tau)\) is the velocity in the occupied state, the number current averaged over a cell is
\[
J(\tau)=\frac1L\sum_k v(k,\tau)\;\longrightarrow\;\int_{-\pi/a}^{\pi/a}\frac{dk}{2\pi}\,v(k,\tau).
\]

This average is related to the flow across individual bonds. Let \(I_1\) be the electron flow from A to B inside a cell, and \(I_2\) the flow from B to the next A. Each hop covers \(a/2\), so the summed velocity per cell is \((a/2)(I_1+I_2)\), and division by \(a\) gives
\[
J=\tfrac12(I_1+I_2).
\]
The difference \(I_1-I_2\) is the rate at which the occupation of B grows. If that occupation returns to its initial value, the time integrals of \(I_1\), \(I_2\) and \(J\) are equal. The next lemma shows that it returns up to \(O(1/T)\). It is then enough to calculate
\[
N=\int_0^TJ\,d\tau .
\]

### Lemma 3: the first-order response to a slow drive

A full band at rest carries no current. During a drive of duration \(T\), each state departs from the instantaneous eigenstate by an amount of order \(1/T\), and the resulting current is of order \(1/T\). Integrated over the time \(T\), it gives a finite number of electrons. This first-order departure must therefore be kept, although it vanishes in the slow limit.

Fix \(k\). Let \(|-\rangle\) and \(|+\rangle\) be the instantaneous eigenstates with energies \(-E\) and \(+E\). Choose their phases along the path so that \(\langle-|\dot-\rangle=\langle+|\dot+\rangle=0\), where \(|\dot\pm\rangle=\partial_\tau|\pm\rangle\). Expand
\[
|\psi\rangle=\alpha|-\rangle+\beta|+\rangle,\qquad \alpha(0)=1,\quad\beta(0)=0,
\]
and define \(g=\langle+|\dot-\rangle\). Differentiation of \(\langle-|+\rangle=0\) gives \(\langle-|\dot+\rangle=-g^*\). Projecting \(i|\dot\psi\rangle=H|\psi\rangle\) onto the two eigenstates then yields
\[
\dot\alpha=iE\alpha+g^*\beta,\qquad \dot\beta=-iE\beta-g\alpha .
\]
Remove the rapid phases with \(\Phi(\tau)=\int_0^\tau E\,d\tau'\), \(\alpha=\mathcal A e^{i\Phi}\) and \(\beta=\mathcal B e^{-i\Phi}\):
\[
\dot{\mathcal A}=g^*\mathcal B e^{-2i\Phi},\qquad
\dot{\mathcal B}=-g\mathcal A e^{2i\Phi}.
\]

Every time derivative of a function of the parameters contributes a factor \(1/T\), so \(g=O(1/T)\). Let
\[
G=\frac{ig}{2E}.
\]
Since \(e^{2i\Phi}=(2iE)^{-1}\,d(e^{2i\Phi})/d\tau\), and \(-g/(2iE)=G\), integration by parts gives
\[
\mathcal B(\tau)=\left[G\mathcal A e^{2i\Phi}\right]_0^\tau
-\int_0^\tau(\dot G\mathcal A+G\dot{\mathcal A})e^{2i\Phi}\,d\tau' .
\]

The size of the integral follows in two passes. Normalization gives \(|\mathcal A|,|\mathcal B|\le1\), hence \(\dot{\mathcal A}=O(1/T)\). Both terms in the integrand are then \(O(1/T^2)\), and the integral over a time of at most \(T\) is \(O(1/T)\). This shows \(\mathcal B=O(1/T)\).

In the second pass this improves \(\dot{\mathcal A}\) to \(O(1/T^2)\). The term \(G\dot{\mathcal A}\) is now \(O(1/T^3)\) and contributes \(O(1/T^2)\). The term with \(\dot G\) is integrated by parts once more. Its boundary values are \(O(1/T^2)\), and its new integrand is \(O(1/T^3)\), so it also contributes \(O(1/T^2)\). With \(G_0=G(0)\) and \(\mathcal A(0)=1\),
\[
\mathcal B=G\mathcal A e^{2i\Phi}-G_0+O(1/T^2).
\]
The term with \(G\) follows the drive. The term with \(G_0\) comes from starting the drive abruptly, and it is absent if the path starts with zero speed.

Let \(V=\langle-|\partial_kH|+\rangle\). Differentiating \(\langle-|H|-\rangle=-E\) with respect to \(k\) gives \(\langle-|\partial_kH|-\rangle=-\partial_kE\), because the derivatives of the normalized state cancel. The upper-state probability \(|\beta|^2\) is \(O(1/T^2)\), and \(|\alpha|^2=1-|\beta|^2\). Therefore
\[
v=-\partial_kE+2\,\mathrm{Re}(\alpha^*\beta V)+O(1/T^2).
\]
The product of amplitudes is
\[
\alpha^*\beta=\mathcal A^*\mathcal B e^{-2i\Phi}
=G-G_0\mathcal A^*e^{-2i\Phi}+O(1/T^2).
\]

Integrate the velocity over the drive. In the \(G_0\) term, the integral of \(\mathcal A^*Ve^{-2i\Phi}\) stays bounded: integration by parts produces a bounded boundary term and an integrand \(O(1/T)\) over a time \(T\). The prefactor \(G_0\) makes the contribution \(O(1/T)\). The remainder \(O(1/T^2)\) in the velocity also contributes \(O(1/T)\). Besides \(-\partial_kE\), the part of the velocity whose time integral survives in the slow limit is
\[
u=2\,\mathrm{Re}(GV)=-\frac{\mathrm{Im}(gV)}{E}.
\]
Since \(E\) is periodic in \(k\), the integral of \(\partial_kE\) over the zone is zero. Thus
\[
N=\int_0^Td\tau\int_{-\pi/a}^{\pi/a}\frac{dk}{2\pi}\,u(k,\tau)+O(1/T).
\]
The bounds are uniform in \(k\), because \(E\) has a positive minimum. They also show that the final occupation of each site differs from its initial value by \(O(1/T)\), as required in Lemma 2. \(\square\)

### Lemma 4: the velocity in terms of the parameters

**Claim.**
\[
u=\frac{at\left(\delta\dot\Delta-\Delta\dot\delta\,s^2\right)}{E^3}.
\]

**Proof.** Differentiate \(H|-\rangle=-E|-\rangle\) in time and project on \(|+\rangle\). The term with \(\dot E\) drops out by orthogonality, and
\[
\langle+|\dot H|-\rangle+Eg=-Eg,
\qquad
g=-\frac{\langle+|\dot H|-\rangle}{2E}.
\]
Substitution in \(u=-\mathrm{Im}(gV)/E\) gives
\[
u=\frac{1}{2E^2}\,\mathrm{Im}\left[\langle-|\partial_kH|+\rangle\langle+|\dot H|-\rangle\right].
\]
Replace \(|+\rangle\langle+|\) by \(1-|-\rangle\langle-|\). The subtracted part is a product of two real expectation values and has no imaginary part. For the remaining part, use
\[
(\mathbf p\cdot\boldsymbol\sigma)(\mathbf q\cdot\boldsymbol\sigma)
=\mathbf p\cdot\mathbf q+i(\mathbf p\times\mathbf q)\cdot\boldsymbol\sigma
\]
with \(\mathbf p=\partial_k\mathbf d\) and \(\mathbf q=\dot{\mathbf d}\). In the lower state, \(\langle\boldsymbol\sigma\rangle=-\mathbf d/E\). Hence
\[
u=-\frac{\mathbf d\cdot(\partial_k\mathbf d\times\dot{\mathbf d})}{2E^3}.
\]

Since \(\partial_kc=-as/2\) and \(\partial_ks=ac/2\), the derivatives are
\[
\partial_k\mathbf d=(ats,\;a\delta c,\;0),\qquad
\dot{\mathbf d}=(0,\;2\dot\delta s,\;\dot\Delta),
\]
and their cross product is
\[
\partial_k\mathbf d\times\dot{\mathbf d}
=(a\delta c\dot\Delta,\;-ats\dot\Delta,\;2at\dot\delta s^2).
\]
The scalar product with \(\mathbf d\) is
\[
-2at\delta c^2\dot\Delta-2at\delta s^2\dot\Delta+2at\Delta\dot\delta s^2
=-2at\left(\delta\dot\Delta-\Delta\dot\delta s^2\right),
\]
where \(c^2+s^2=1\) was used. Multiplication by \(-1/(2E^3)\) proves the claim. \(\square\)

The velocity is proportional to the speed of the parameters, so its time integral depends on the path and not on the timetable. It also changes sign when the path is reversed. A change of \(\delta\) alone at \(\Delta=0\) gives no current: inversion symmetry then holds throughout, and no direction is preferred.

## Second half: the integer, its limits and an example

### Symbols and results carried over

The chain has period \(a\), mean hopping \(t\), hopping alternation \(\delta\) and site energies \(\pm\Delta\). With \(c=\cos(ka/2)\) and \(s=\sin(ka/2)\), the band energies are \(\pm E\), where \(E^2=\Delta^2+4t^2c^2+4\delta^2s^2\). They touch only at \(\delta=\Delta=0\), \(ka=\pi\). For a drive of period \(T\), the number of electrons carried toward \(+x\) per filled spin channel is the integral of the velocity \(u=at(\delta\dot\Delta-\Delta\dot\delta s^2)/E^3\) over time and over \(dk/(2\pi)\), up to \(O(1/T)\).

Written as an integral along the path, the adiabatic part is
\[
N_0=\oint(F_\delta\,d\delta+F_\Delta\,d\Delta),
\]
\[
F_\Delta=\int\frac{dk}{2\pi}\frac{at\,\delta}{E^3},\qquad
F_\delta=-\int\frac{dk}{2\pi}\frac{at\,\Delta s^2}{E^3},
\]
with both integrals taken over the Brillouin zone. It remains to prove \(N_0=w\).

### Lemma 5: the path can be deformed

**Claim.** Away from the origin, \(\partial F_\Delta/\partial\delta=\partial F_\delta/\partial\Delta\). Hence \(N_0\) does not change when the loop is deformed smoothly without crossing the origin.

For a slow drive, the number of electrons carried per filled spin channel has been reduced to the path integral \(N_0\), up to \(O(1/T)\). It remains to prove the claim of Lemma 5 and then \(N_0=w\), and to examine the result in an example.
